# Vaporisation Enthalpy from Flux and Beam-Gauge Arrhenius Slopes

In molecular-beam epitaxy an effusion cell at temperature $T$ sends atoms of one element through an orifice towards a substrate. Two quantities can be recorded as the cell is heated: the flux $J$ of atoms reaching the substrate position, and the reading of an ionisation gauge moved into the beam there. Each is plotted as a logarithm against $1/T$, and the slope is to be turned into the vaporisation enthalpy $H$ per atom. For a signal $S$ we define the Arrhenius energy

$$E_S=-k\,\frac{d\ln S}{d(1/T)},$$

where $k$ is the Boltzmann constant.

The model is as follows. The vapour is ideal and monatomic, with atomic mass $m$, and is in equilibrium with the condensed source. The orifice is small enough not to disturb this equilibrium, and the atoms do not collide while leaving. The geometry and the sensitivities of both instruments stay fixed, and the gauge background has been subtracted. $H$ is constant until part (f).

## (a) How does the vapour pressure depend on temperature?

**Question.** Find $d\ln p/d(1/T)$ for the equilibrium pressure $p$, and integrate it.

**Solution.** In equilibrium the chemical potentials of vapour (g) and condensed phase (c) are equal, and they stay equal along the vapour-pressure curve. With $s$ and $v$ the entropy and volume per atom, $d\mu=-s\,dT+v\,dp$ in each phase. Hence

$$-s_g\,dT+v_g\,dp=-s_c\,dT+v_c\,dp
\quad\Rightarrow\quad
\frac{dp}{dT}=\frac{s_g-s_c}{v_g-v_c}.$$

Since $\mu=h-Ts$, equality of the potentials also gives $h_g-h_c=T(s_g-s_c)$. The left side is $H$, so $s_g-s_c=H/T$. The condensed volume is negligible beside that of the dilute vapour, $v_g=kT/p$. Therefore

$$\frac{dp}{dT}=\frac{H}{T}\,\frac{p}{kT},\qquad
\frac{d\ln p}{dT}=\frac{H}{kT^2}.$$

Because $d(1/T)=-dT/T^2$, a derivative with respect to $1/T$ is $-T^2$ times one with respect to $T$:

$$\frac{d\ln p}{d(1/T)}=-\frac{H}{k}.$$

For constant $H$, integration from a reference point $(T_r,p_r)$ gives

$$p=p_r\exp\left[-\frac{H}{k}\left(\frac1T-\frac1{T_r}\right)\right].$$

The pressure itself thus has Arrhenius energy $H$. Neither instrument measures this pressure directly.

## (b) What density and flux does the cell produce?

**Question.** Find the flux through the orifice, then the atomic density $n$ and the flux $J$ on the beam axis, where the orifice subtends a cone of half-angle $\alpha$.

**Solution.** The density in the cell is $n_c=p/kT$. Its velocity distribution is Maxwell's,

$$f(v)=n_c\left(\frac{a}{\pi}\right)^{3/2}e^{-av^2},\qquad a=\frac{m}{2kT}.$$

The mean speed follows from $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$:

$$\bar v=4\pi\left(\frac a\pi\right)^{3/2}\frac1{2a^2}
=\frac{2}{\sqrt{\pi a}}=\sqrt{\frac{8kT}{\pi m}}.$$

Directions are isotropic, so a fraction $\tfrac12\sin\theta\,d\theta$ of the atoms moves at angle $\theta$ to the orifice normal. These atoms carry the normal velocity $v\cos\theta$. The flux through the orifice is

$$J_0=n_c\bar v\,\frac12\int_0^{\pi/2}\cos\theta\sin\theta\,d\theta
=\frac{n_c\bar v}{4}.$$

Inserting $n_c$ and $\bar v$,

$$J_0=\frac{p}{kT}\sqrt{\frac{8kT}{16\pi m}}=\frac{p}{\sqrt{2\pi mkT}}.$$

Now take a point on the axis outside. Without collisions the phase-space density is constant along each atom's path. Velocities whose paths lead back through the orifice therefore have the same $f$ as in the cell; all others are empty. The occupied directions fill the cone $\theta<\alpha$, so

$$n=n_c\,\frac12\int_0^\alpha\sin\theta\,d\theta
=\frac{n_c}{2}(1-\cos\alpha),$$

$$J=n_c\bar v\,\frac12\int_0^\alpha\cos\theta\sin\theta\,d\theta
=\frac{n_c\bar v}{4}\sin^2\alpha=J_0\sin^2\alpha .$$

At fixed geometry,

$$n\propto\frac pT,\qquad J\propto\frac{p}{\sqrt T}.$$

For a narrow cone, $1-\cos\alpha\approx\alpha^2/2$ and $\sin^2\alpha\approx\alpha^2$. Then $n\approx n_c\alpha^2/4$ and $J\approx n_c\bar v\alpha^2/4$, which means $J\approx n\bar v$. The two signals differ by a speed, and the speed grows as $\sqrt T$.

## (c) Which slopes do the two instruments give?

**Question.** Show what an open ionisation gauge responds to, and find both Arrhenius energies. What changes if the atoms first take up the temperature of the gauge wall?

**Solution.** Let the beam cross an ionising region of length $L$ and cross-section $A$. The electrons in it ionise each atom at a rate $\nu$, taken as independent of the atom's slow thermal motion. An atom of speed $v$ stays for a time $L/v$ and is ionised with the small probability $\nu L/v$. In a narrow beam, atoms with density $dn$ in a given speed interval bring the flux $dJ=v\,dn$. The number of ions made per unit time is

$$\int A\,dJ\,\frac{\nu L}{v}=\nu LA\int dn=\nu LA\,n .$$

The open gauge therefore reads density: faster atoms arrive more often but stay for a shorter time.

Both signals have the form $S=C\,pT^{-s}$ with constant $C$. Since $\ln T=-\ln(1/T)$, its derivative with respect to $1/T$ is $-T$. Thus

$$\frac{d\ln S}{d(1/T)}=-\frac Hk+sT,
\qquad E_S=H-s\,kT .$$

With $s=\tfrac12$ for flux and $s=1$ for density,

$$E_J=H-\tfrac12kT,\qquad E_n=H-kT .$$

Their difference, $kT/2$, does not contain $H$.

These energies have a direct meaning. The enthalpy of the vapour contains $\tfrac52kT$ per atom from translation. Its internal energy contains $\tfrac32kT$, so $H-kT$ is the internal energy of vaporisation, with the condensed volume again neglected. Atoms passing through the orifice are weighted by their speed, and their mean kinetic energy is

$$\frac m2\,\frac{\int_0^\infty v^5e^{-av^2}dv}{\int_0^\infty v^3e^{-av^2}dv}
=\frac m2\,\frac{1/a^3}{1/(2a^2)}=\frac ma=2kT .$$

This is $kT/2$ below the translational enthalpy. So $H-kT/2$ is the mean energy an escaping atom carries away, less the enthalpy it had in the condensed phase.

Now suppose the beam enters a closed gauge, the atoms take up the wall temperature $T_g$, and they can leave only through the entrance. In the steady state the inflow per area $J$ equals the outflow $n_g\bar v_g/4$, where $\bar v_g$ is the mean speed at $T_g$. Hence $n_g=4J/\bar v_g$. With $T_g$ fixed this is proportional to flux, and the slope gives $H-kT/2$. The result $H-kT$ therefore requires a gauge that senses the density of the beam before it is thermalised.

If a share $w$ of the signal at temperature $T$ comes from thermalised atoms, the Arrhenius energy is the average of the two values weighted by their shares, because $d\ln(S_1+S_2)=(dS_1+dS_2)/(S_1+S_2)$:

$$E=(1-w)(H-kT)+w\left(H-\tfrac12kT\right)
=H-kT\left(1-\tfrac w2\right).$$

## (d) What does a straight line through several points give?

**Question.** The slopes in (c) are local, but an experiment fits a line over a finite window. Which temperature enters then, and can $H$ be found without knowing it?

**Solution.** Let $x_i=1/T_i$, with mean $\bar x$, and $\xi_i=x_i-\bar x$. An unweighted least-squares line through $\ln S_i$ has slope $\sum\xi_i\ln S_i/\sum\xi_i^2$. This expression is linear in $\ln S$, so each term of

$$\ln S=\text{const}-\frac Hk\,x-s\ln T$$

can be fitted separately. The constant gives zero because $\sum\xi_i=0$, and the second term gives $-H/k$. Call the fitted slope of $\ln T$ against $x$ minus $T^*$. Then

$$E_J^{\rm fit}=H-\tfrac12kT^*,\qquad E_n^{\rm fit}=H-kT^* .$$

The same $T^*$ enters both if both signals are fitted at the same temperatures. For two points it is

$$T^*=\frac{\ln(T_2/T_1)}{1/T_1-1/T_2}.$$

For more points, expand about the mean:

$$\ln T=-\ln x=-\ln\bar x-\frac{\xi}{\bar x}+\frac{\xi^2}{2\bar x^2}-\dots$$

The linear term shows that $T^*\approx1/\bar x$, the harmonic mean of the cell temperatures. The quadratic term is the leading curvature of the plot. It is small when the window is narrow compared with $T$, although the linear term has already changed the slope. A good straight line is therefore no evidence that its slope is $H$.

Eliminating $T^*$ from the two fitted energies gives

$$2E_J^{\rm fit}-E_n^{\rm fit}=H .$$

The reason is visible in the signals: $J^2/n\propto(p^2/T)/(p/T)=p$.

## (e) A calcium cell

**Question.** A calcium cell for oxide epitaxy is run from 640 to 720 K in steps of 10 K. Rough typical inputs are $H=1.80$ eV and $p=1.0\times10^{-5}$ Torr at 680 K. The orifice radius is 1.0 cm, the distance 15.0 cm and the atomic mass 40.08 u. Predict both signals and analyse them as if they were data.

**Solution.** The geometry gives $\tan\alpha=1/15$, so $\alpha=3.81^\circ$, $\sin^2\alpha=1/226$ and $(1-\cos\alpha)/2=1.1074\times10^{-3}$. At 680 K the mean speed is 599 m/s and the flux through the orifice is $J_0=2.128\times10^{15}$ cm$^{-2}$s$^{-1}$. On the axis

$$J=\frac{2.128\times10^{15}}{226}=9.42\times10^{12}\ \text{cm}^{-2}\text{s}^{-1}.$$

The beam density is $1.57\times10^8$ cm$^{-3}$. We express the gauge reading as the pressure $P_b=nkT_g$ of a gas of this density at $T_g=300$ K, with relative sensitivity one:

$$P_b=10^{-5}\times\frac{300}{680}\times1.1074\times10^{-3}
=4.89\times10^{-9}\ \text{Torr}.$$

The same formulas give the other rows. Extra digits are kept so that the fits can be repeated.

| $T$ (K) | $J$ (cm$^{-2}$s$^{-1}$) | $P_b$ (Torr) |
|---|---|---|
| 640 | 1.42298e12 | 7.61145e-10 |
| 650 | 2.33291e12 | 1.23823e-9 |
| 660 | 3.76741e12 | 1.98440e-9 |
| 670 | 5.99686e12 | 3.13506e-9 |
| 680 | 9.41500e12 | 4.88568e-9 |
| 690 | 1.45879e13 | 7.51496e-9 |
| 700 | 2.23195e13 | 1.14155e-8 |
| 710 | 3.37390e13 | 1.71341e-8 |
| 720 | 5.04141e13 | 2.54241e-8 |

The end points already show the effect. Here $1/640-1/720=1.7361\times10^{-4}$ K$^{-1}$, and $k=8.6173\times10^{-5}$ eV/K, so

$$E_J=\frac{8.6173\times10^{-5}}{1.7361\times10^{-4}}
\ln\frac{5.04141\times10^{13}}{1.42298\times10^{12}}
=0.49636\times3.5675=1.7708\ \text{eV},$$

$$E_n=0.49636\,\ln\frac{2.54241\times10^{-8}}{7.61145\times10^{-10}}
=0.49636\times3.5086=1.7415\ \text{eV}.$$

Least squares through all nine points gives the same values to these digits. The gap is 29.2 meV. The fitted $T^*$ is 678.5 K, close to the harmonic mean of 679.0 K, and $kT^*/2=29.2$ meV. The enthalpy is recovered as

$$H=2(1.7708)-1.7415=1.8001\ \text{eV},$$

which is the input 1.80 eV within the rounding of the slopes.

The largest departure from the fitted line is 0.05 % of the signal for the flux and 0.10 % for the gauge. Reading noise of 1 % would hide both curvatures.

The difference also matters for setting a flux. At fixed geometry $J/P_b\propto\sqrt T$, and across the window this ratio rises by

$$\sqrt{720/640}-1=6.1\ \%.$$

If the gauge is calibrated against flux at 640 K and then treated as proportional to flux, the flux at 720 K is underestimated by $1-1/1.061=5.7$ % of its true value.

## (f) When can a real measurement resolve the difference?

**Question.** Compare the effects left out of the model with the gap of 29 meV.

**Solution.**

**Heat capacity.** Let $H(T)=H_r+c(T-T_r)$, where $c$ is the heat capacity per atom of the vapour minus that of the solid. Then

$$\frac{d\ln p}{dT}=\frac{H_r-cT_r}{kT^2}+\frac{c}{kT},\qquad
\ln p=\text{const}-\frac{H_r-cT_r}{kT}+\frac ck\ln T .$$

Fitting $\ln T$ as in (d) gives $H_r-cT_r+cT^*=H(T^*)$ in place of $H$. The vapour has $\tfrac52k$. With a rough constant $3.5k$ for the solid, $c=-k$, and $H$ falls by 6.9 meV across the window. Between 298.15 K and $T^*$ it falls by 33 meV. The heat capacity of real calcium rises from about $3.1k$ at 298 K to about $3.85k$ at 680 K, which makes these falls nearer 9 and 30 meV. Its change from the fcc to the bcc structure near 716 K lies inside the window, but it touches only the last point and moves the fitted energy by about 0.2 meV. A room-temperature enthalpy therefore needs this correction as much as it needs $kT/2$.

**Thermometer offset.** If the thermometer reads $T+\delta$, the slope is taken against $1/(T+\delta)$ and is multiplied by

$$\frac{d(1/T)}{d[1/(T+\delta)]}=\left(\frac{T+\delta}{T}\right)^2\approx1+\frac{2\delta}{T}.$$

For $\delta=+5$ K the flux slope rises by about $1.77\times10/679=0.026$ eV, nearly the whole gap. Both slopes are stretched alike, however, so their difference changes only from 29.2 to 29.7 meV. An offset spoils $H$ far more than it spoils the comparison of the two instruments.

**Noise.** Independent relative errors of standard deviation $\sigma$ in the readings give, from the least-squares formula,

$$\sigma_E=\frac{k\sigma}{\sqrt{\sum\xi_i^2}} .$$

For $\sigma=1$ % and these nine temperatures this is 5.1 meV. If the two instruments have independent noise of this size, the gap has an error of $\sqrt2\times5.1=7$ meV. The combination $2E_J-E_n$ has $\sqrt5\times5.1=11$ meV. When $T$ is known, it is better to add $kT^*/2$ to the flux slope, which leaves the error at 5.1 meV.

These figures cover reading noise only. At 680 K the flux changes by 4.4 % per kelvin. If the cell temperature scatters by 0.5 K at each point, independently in the two recordings, this alone gives the gap an error of about 16 meV. It is therefore best to take both readings in close succession at each held temperature.

**Background.** A constant residue of $10^{-11}$ Torr in the gauge is 1.3 % of the reading at 640 K but only 0.04 % at 720 K. It flattens the plot, and refitting the table with the residue added lowers $E_n$ by 5.6 meV.

**Collisions.** With a rough collision diameter $d=0.5$ nm, the mean free path $kT/(\sqrt2\,\pi d^2p)$ in the cell at 720 K is 122 cm. The orifice diameter of 2 cm is 1.6 % of this, against 0.05 % at 640 K. If the flux were enhanced by just this ratio, its slope would rise by 7 meV. This sets a scale and is not a bound. As the pressure rises further, collisions in the expanding vapour also turn part of the random motion into forward motion, which speeds up the beam. While this change is under way, the factors multiplying $p/T$ and $p/\sqrt T$ in (b) depend on the pressure, and the slopes of (c) no longer hold.

**Gauge walls.** For a thermalised share $w=0.2$ at 680 K, the result of (c) gives $1.8000-0.0586\times0.9=1.7473$ eV, which is 6 meV above the open-gauge value. Calcium has little tendency to build up in this way. If the pressure law of (a) is extended to a wall at 300 K, the vapour pressure there is lower than at 680 K by a factor of about $e^{-39}$, so atoms that stick stay on the wall. For an element that does not stick, the closed gauge of (c) would hold $4J/(\bar v_gn)=6.0$ times the density of the open beam, and even modest thermalisation would matter.

**Comparison with a real cell.** The flux of about $10^{13}$ cm$^{-2}$s$^{-1}$ at 680 K would supply $10^{15}$ atoms per cm$^2$, roughly one atomic layer, in about two minutes. This is a slow but usable rate for oxide growth. The assumption of a small orifice fails for a cell with a wide, open crucible, and the 2 cm opening of (e) is already wide. Without collisions the loss depends on what the substrate sees through the opening. If every atom striking the source condenses, the source surface emits the full equilibrium flux however much escapes. By the path argument of (b), the axial flux then keeps its ideal value as long as every line of sight through the orifice ends on the source. For a source 3 cm below the orifice this needs a source radius of only $1.0\times18/15=1.2$ cm. Lines of sight that end on the crucible wall see less, because the wall returns only what it receives. For an open cylindrical crucible of radius 1 cm filled to 3 cm below the rim, with walls that re-emit diffusely, the axial flux is about 0.84 of the ideal value and the total outflow about 0.42. The absolute fluxes in (e) are those of an ideal cell. In a real one the flux also depends on the evaporation coefficient, the filling level and the crucible walls. A constant factor from these causes drops out of the slope, but a drift does not. If the factor rises linearly by 5 % from 640 to 720 K, the fitted energy rises by 24 meV, almost the full gap. The difference between the two instruments can still be resolved if they see the same drift, since it then cancels in $J/n$. An absolute $H$ good to 10 meV needs the drift and the temperature scale to be controlled separately.

Numbers in the example were calculated in double precision.
